# Elastic energy of a fivefold-twinned wire as a wedge disclination: verification in Python

```python
"""
Elastic energy per length of a wedge disclination on the axis of a cylinder:
    W = mu * omega**2 * R**2 / (16 * pi * (1 - nu))
mu: shear modulus, nu: Poisson ratio, R: radius, omega: Frank angle (rad).
Linear isotropic elasticity, free side surface, no axial force.
Positive omega: a wedge is missing and the gap has been closed.
Polar strains are ordered rr, tt, zz and engineering shear rt.
The tests use energy minimization, quadrature and symbolic algebra.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import chebyshev as cheb
from numpy.polynomial.legendre import leggauss
from scipy.constants import e as elementary_charge
from scipy.integrate import quad


def energy_formula(mu, nu, omega, R):
    return mu * omega**2 * R**2 / (16 * np.pi * (1 - nu))


def hollow_formula(mu, nu, omega, R, a):
    log_ratio = np.log(R / a)
    area_factor = (R**2 - a**2
                   - 4 * a**2 * R**2 * log_ratio**2 / (R**2 - a**2))
    return mu * omega**2 * area_factor / (16 * np.pi * (1 - nu))


# Rough example values: fivefold-twinned wire of a soft fcc metal
R_nm = 25.0
mu_GPa = 30.0
nu = 0.37
core_nm = 0.3
zener = 3.0
twin_energy = 0.010       # J/m^2
surface_stress = 1.0      # N/m

# Gap angle from the lattice: traces of two {111} planes normal to <110>
axis = np.array([1, 1, 0])
trace1 = np.cross([1, -1, 1], axis)
trace2 = np.cross([1, -1, -1], axis)
cos_wedge = trace1 @ trace2 / np.linalg.norm(trace1) / np.linalg.norm(trace2)
wedge_angle = np.arccos(cos_wedge)
omega = 2 * np.pi - 5 * wedge_angle
assert abs(cos_wedge - 1 / 3) < 1e-12

# ---- Symbolic check of the displacement and stress fields ----
r, th, Rs, ms, ns, ws = sp.symbols("r theta R mu nu omega", positive=True)
k = ws / (2 * sp.pi)
u_r = k * r * ((1 - 2*ns) / (2 * (1 - ns)) * sp.log(r / Rs)
               - sp.Rational(1, 2))
u_t = k * r * th
e_rr = sp.diff(u_r, r)
e_tt = u_r / r + sp.diff(u_t, th) / r
shear = sp.diff(u_r, th) / r + sp.diff(u_t, r) - u_t / r
lame = 2 * ms * ns / (1 - 2 * ns)
s_rr = lame * (e_rr + e_tt) + 2 * ms * e_rr
s_tt = lame * (e_rr + e_tt) + 2 * ms * e_tt
s_zz = lame * (e_rr + e_tt)
amplitude = ms * ws / (2 * sp.pi * (1 - ns))
log_r = sp.log(r / Rs)
rotation = (sp.diff(r * u_t, r) - sp.diff(u_r, th)) / (2 * r)
rotation_jump = rotation.subs(th, 2 * sp.pi) - rotation.subs(th, 0)
must_vanish = [
    shear,
    sp.diff(s_rr, r) + (s_rr - s_tt) / r,
    s_rr.subs(r, Rs),
    s_rr - amplitude * log_r,
    s_tt - amplitude * (log_r + 1),
    s_zz - ns * amplitude * (2 * log_r + 1),
    rotation_jump - ws,
    sp.diff(r * e_tt, r) - e_rr - k,
    e_tt.subs(r, Rs) - ws / (4 * sp.pi),
]
for expression in must_vanish:
    assert sp.simplify(expression) == 0

# ---- Energy by quadrature of the fields obtained from displacements ----
values = {Rs: 1, ms: 1, ns: sp.Float(nu), ws: sp.Float(omega)}
srr, stt, szz, err, ett = [
    sp.lambdify(r, f.subs(values), "numpy")
    for f in (s_rr, s_tt, s_zz, e_rr, e_tt)]


def integral(function):
    return quad(function, 0, 1, epsabs=1e-13, epsrel=1e-11, limit=200)[0]


W_unit = energy_formula(1, nu, omega, 1)
W_density = integral(
    lambda x: np.pi * x * (srr(x) * err(x) + stt(x) * ett(x)))
W_cut = integral(lambda x: 0.5 * omega * x * stt(x))
axial_force = integral(lambda x: 2 * np.pi * x * szz(x))
plane_trace = integral(lambda x: 2 * np.pi * x * (srr(x) + stt(x)))
assert abs(W_density / W_unit - 1) < 1e-7
assert abs(W_cut / W_unit - 1) < 1e-7
assert abs(axial_force) < 1e-9 and abs(plane_trace) < 1e-9


# ---- Two-dimensional minimization for five mirror-related wedges ----
def polar_stiffness(angle, C11, C12, C44):
    """Cubic crystal; wedge bisector is [001], wire axis is [110]."""
    c, s, zero = np.cos(angle), np.sin(angle), np.zeros_like(angle)
    er = np.stack([c, s, zero], axis=1)
    et = np.stack([-s, c, zero], axis=1)
    ez = np.stack([zero, zero, zero + 1], axis=1)

    def outer(a, b):
        return a[:, :, None] * b[:, None, :]

    modes = np.stack([outer(er, er), outer(et, et), outer(ez, ez),
                      0.5 * (outer(er, et) + outer(et, er))], axis=1)
    h = np.sqrt(0.5)
    cube_axes = np.array([[0, h, h], [0, -h, h], [1, 0, 0]])
    trace = np.einsum("pmii->pm", modes)
    along = np.einsum("ai,pmij,aj->pma", cube_axes, modes, cube_axes)
    return (C12 * trace[:, :, None] * trace[:, None, :]
            + 2 * C44 * np.einsum("pmij,pnij->pmn", modes, modes)
            + (C11 - C12 - 2 * C44)
            * np.einsum("pma,pna->pmn", along, along))


def minimize_section(C11, C12, C44, rim, powers, angular):
    """Return minimum energy per length and the free axial strain."""
    half_angle = np.pi / 5
    x, wx = leggauss(40)
    x, wx = (x + 1) / 2, wx / 2
    t, wt = leggauss(24)
    t, wt = (t + 1) / 2, wt / 2
    T, X = [g.ravel() for g in np.meshgrid(t, x, indexing="ij")]
    WT, WX = [g.ravel() for g in np.meshgrid(wt, wx, indexing="ij")]
    angle = half_angle * T
    edge = rim(angle)
    # cubic map clusters points near the logarithmic centre
    rad = edge * X**3
    weight = 10 * half_angle * WT * edge**2 * X**3 * 3 * X**2 * WX
    log_rad = np.log(rad)
    # each pair is (f / r, df / dr) for a radial function f
    radial = [(rad**(p - 1), p * rad**(p - 1))
              for p in range(1, powers + 1)]
    radial += [(log_rad, log_rad + 1),
               (log_rad**2, log_rad**2 + 2 * log_rad)]
    zero = np.zeros_like(rad)
    columns = [np.stack([zero, zero, zero + 1, zero], axis=1)]
    for over_r, slope in radial:
        for j in range(angular + 1):
            a = T**(2 * j)
            da = (2*j * T**(2*j - 1) if j else zero) / half_angle
            columns.append(np.stack(
                [slope * a, over_r * a, zero, over_r * da], axis=1))
        for j in range(angular):
            b = T**(2*j + 1) - T**(2*j + 3)
            db = ((2*j + 1) * T**(2*j)
                  - (2*j + 3) * T**(2*j + 2)) / half_angle
            columns.append(np.stack(
                [zero, over_r * db, zero, (slope - over_r) * b], axis=1))
    basis = np.stack(columns, axis=2)
    imposed = np.stack(
        [zero, zero + omega / (2*np.pi), zero, zero], axis=1)
    root = np.linalg.cholesky(polar_stiffness(angle, C11, C12, C44))
    root = root.transpose(0, 2, 1) * np.sqrt(weight)[:, None, None]
    matrix = (root @ basis).reshape(-1, basis.shape[2])
    target = (root @ imposed[:, :, None]).ravel()
    scale = np.linalg.norm(matrix, axis=0)
    coef = np.linalg.lstsq(matrix / scale, -target, rcond=None)[0]
    residual = target + (matrix / scale) @ coef
    return 0.5 * residual @ residual, coef[0] / scale[0]


def circle(angle):
    return np.ones_like(angle)


def pentagon(angle):
    """Regular pentagon with the area of the unit circle."""
    return np.sqrt(np.pi / (5 * np.tan(np.pi / 5))) / np.cos(angle)


lam = 2 * nu / (1 - 2 * nu)
isotropic = (lam + 2, lam, 1.0)
W_min, axial_strain = minimize_section(*isotropic, circle, 8, 4)
assert abs(W_min / W_unit - 1) < 1e-7
assert abs(axial_strain) < 1e-6 * omega

# Cubic constants with the same bulk and Hill shear moduli, in units of mu
bulk = lam + 2 / 3
hill_factor = 0.5 * ((2 + 3 * zener) / 5 + 5 * zener / (2 * zener + 3))
soft_shear = 1 / hill_factor
cubic = (bulk + 4 * soft_shear / 3, bulk - 2 * soft_shear / 3,
         zener * soft_shear)
W_cubic_small, _ = minimize_section(*cubic, circle, 8, 4)
W_cubic, cubic_axial = minimize_section(*cubic, circle, 12, 6)
W_pent_small, _ = minimize_section(*isotropic, pentagon, 8, 4)
W_pent, _ = minimize_section(*isotropic, pentagon, 12, 6)
# tolerance covers the finite basis at the junction and at the corners
assert abs(W_cubic_small / W_cubic - 1) < 3e-3
assert abs(W_pent_small / W_pent - 1) < 3e-3


# ---- Radial minimization for a traction-free hollow core ----
def minimize_hollow(a):
    x, w = leggauss(60)
    half = 0.5 * np.log(1 / a)
    rad = np.exp(half * (x - 1))
    count = 26
    u = cheb.chebvander(x, count - 1)
    du = cheb.chebval(x, cheb.chebder(np.eye(count))).T
    basis = np.stack([du / (half * rad[:, None]), u / rad[:, None]], axis=1)
    imposed = np.zeros((len(x), 2))
    imposed[:, 1] = omega / (2 * np.pi)
    root = np.linalg.cholesky([[lam + 2, lam], [lam, lam + 2]]).T
    root = root * np.sqrt(2*np.pi * rad**2 * half * w)[:, None, None]
    matrix = (root @ basis).reshape(-1, count)
    target = (root @ imposed[:, :, None]).ravel()
    coef = np.linalg.lstsq(matrix, -target, rcond=None)[0]
    residual = target + matrix @ coef
    return 0.5 * residual @ residual


for hole in (0.5, 0.1, core_nm / R_nm):
    expected = hollow_formula(1, nu, omega, 1, hole)
    assert abs(minimize_hollow(hole) / expected - 1) < 1e-7

# ---- Worked example ----
R = R_nm * 1e-9
W = energy_formula(mu_GPa * 1e9, nu, omega, R)
eV_per_nm = elementary_charge / 1e-9
A_GPa = mu_GPa * omega / (2 * np.pi * (1 - nu))
x_core = core_nm / R_nm
W_hollow = hollow_formula(mu_GPa * 1e9, nu, omega, R, core_nm * 1e-9)
W_twin = 5 * twin_energy * R
W_surface = surface_stress * 2 * np.pi * R * ett(1.0)
equal_radius = R * (W_twin + W_surface) / W

print("INPUTS (rough values, soft fcc metal wire)")
print(f"radius R = {R_nm:.1f} nm")
print(f"shear modulus mu = {mu_GPa:.1f} GPa")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"hollow core radius a = {core_nm:.1f} nm")
print(f"Zener ratio = {zener:.1f}")
print(f"twin boundary energy = {1e3 * twin_energy:.0f} mJ/m^2")
print(f"surface stress f = {surface_stress:.1f} N/m")
print("GEOMETRY")
print(f"wedge angle = {np.degrees(wedge_angle):.3f} deg")
print(f"gap omega = {np.degrees(omega):.3f} deg = {omega:.5f} rad")
print(f"omega/(2 pi) = {100 * omega / (2 * np.pi):.3f} %")
print("FIELDS")
print(f"stress amplitude A = {A_GPa:.4f} GPa")
print(f"hoop stress at rim = {mu_GPa * stt(1.0):.4f} GPa")
print(f"axial stress at rim = {mu_GPa * szz(1.0):.4f} GPa")
print(f"uniform in-plane shear A/2 = {A_GPa / 2:.4f} GPa")
print(f"hoop stress changes sign at r = {R_nm / np.e:.2f} nm")
print(f"hoop strain at rim = {100 * ett(1.0):.3f} %")
print(f"radial strain at r = a: {100 * err(x_core):.3f} %")
print(f"hoop strain at r = a: {100 * ett(x_core):.3f} %")
print(f"radial stress at r = a: {mu_GPa * srr(x_core):.3f} GPa")
print("ENERGY PER LENGTH")
print(f"W = {W / eV_per_nm:.2f} eV/nm = {W * 1e9:.3f} nJ/m")
print(f"mean energy density = {W / (np.pi * R**2) / 1e6:.3f} MJ/m^3")
print("INDEPENDENT ROUTES, ratio to formula")
print(f"energy density quadrature = {W_density / W_unit:.8f}")
print(f"work on the cut = {W_cut / W_unit:.8f}")
print(f"two-dimensional minimization = {W_min / W_unit:.8f}")
print("NEGLECTED EFFECTS, change relative to W")
print(f"cubic C11, C12, C44 = {mu_GPa * cubic[0]:.1f}, "
      f"{mu_GPa * cubic[1]:.1f}, {mu_GPa * cubic[2]:.1f} GPa")
print(f"cubic anisotropy: {100 * (W_cubic / W_unit - 1):+.1f} %")
print(f"axial strain with anisotropy = {100 * cubic_axial:+.4f} %")
print(f"pentagonal section: {100 * (W_pent / W_unit - 1):+.1f} %")
print(f"hollow core: {100 * (W_hollow / W - 1):+.2f} %")
print(f"five twin boundaries = {W_twin / eV_per_nm:.2f} eV/nm, "
      f"{100 * W_twin / W:+.1f} %")
print(f"surface-stress work = {W_surface / eV_per_nm:.2f} eV/nm, "
      f"{100 * W_surface / W:+.1f} %")
print(f"R where these two together equal W = {equal_radius * 1e9:.2f} nm")
print("OK")
```

Output:

```
INPUTS (rough values, soft fcc metal wire)
radius R = 25.0 nm
shear modulus mu = 30.0 GPa
Poisson ratio nu = 0.37
hollow core radius a = 0.3 nm
Zener ratio = 3.0
twin boundary energy = 10 mJ/m^2
surface stress f = 1.0 N/m
GEOMETRY
wedge angle = 70.529 deg
gap omega = 7.356 deg = 0.12839 rad
omega/(2 pi) = 2.043 %
FIELDS
stress amplitude A = 0.9730 GPa
hoop stress at rim = 0.9730 GPa
axial stress at rim = 0.3600 GPa
uniform in-plane shear A/2 = 0.4865 GPa
hoop stress changes sign at r = 9.20 nm
hoop strain at rim = 1.022 %
radial strain at r = a: -2.465 %
hoop strain at r = a: -0.843 %
radial stress at r = a: -4.304 GPa
ENERGY PER LENGTH
W = 60.92 eV/nm = 9.760 nJ/m
mean energy density = 4.971 MJ/m^3
INDEPENDENT ROUTES, ratio to formula
energy density quadrature = 1.00000000
work on the cut = 1.00000000
two-dimensional minimization = 1.00000000
NEGLECTED EFFECTS, change relative to W
cubic C11, C12, C44 = 126.1, 95.0, 46.6 GPa
cubic anisotropy: -14.6 %
axial strain with anisotropy = +0.3377 %
pentagonal section: -6.0 %
hollow core: -1.14 %
five twin boundaries = 7.80 eV/nm, +12.8 %
surface-stress work = 10.02 eV/nm, +16.4 %
R where these two together equal W = 7.31 nm
OK
```
